# Passing the pull-in fold of a clamped line by deflection control: test program

```python
"""Pull-in of a clamped elastic line across an air gap, by deflection control.

Result under test: for
    u'''' - (tau + alpha*S) u'' = lam/(1-u)^2,  S = integral of u'^2,
    u = u' = 0 at x = 0 and x = 1,
Newton iteration with prescribed midpoint c = u(1/2) and unknown lam passes
regularly through the fold of the equilibrium curve, where the Jacobian
at fixed voltage is singular.
u: deflection/gap; x: position/span; lam: scaled voltage squared;
tau: scaled initial tension; alpha: scaled stretching stiffness.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as pc
from scipy.integrate import solve_bvp, quad
from scipy.linalg import eigh
from scipy.optimize import brentq

# Input of the example, SI units (rough copper-like values)
span, width, height, gap = 4e-6, 60e-9, 120e-9, 60e-9
young, stress0 = 120e9, 150e6
heating, expansion_mismatch = 80.0, 14e-6
work_function = 4.5  # eV, rough value for copper

# Ritz basis: second derivatives are orthonormal Legendre polynomials
n_basis = 50


def basis(points):
    s = 2 * np.asarray(points, dtype=float) - 1
    tables = [[], [], []]
    for k in range(2, n_basis + 2):
        second = np.zeros(k + 1)
        second[k] = np.sqrt(2 * k + 1)
        first = leg.legint(second, lbnd=-1) / 2
        value = leg.legint(first, lbnd=-1) / 2
        for table, coef in zip(tables, (value, first, second)):
            table.append(leg.legval(s, coef))
    return [np.array(table).T for table in tables]


gauss_s, gauss_w = leg.leggauss(200)
x, wt = (gauss_s + 1) / 2, gauss_w / 2
P0, P1, P2 = basis(x)
mid = basis([0.5])[0][0]
end_curvature = basis([0.0])[2][0]
T = P1.T @ (wt[:, None] * P1)
mass = P0.T @ (wt[:, None] * P0)
identity = np.eye(n_basis)


def plate_load(u):
    return 1 / (1 - u)**2, 2 / (1 - u)**3


def twin_load(u):
    """Identical neighbour moving by the same amount toward the line."""
    return 1 / (1 - 2 * u)**2, 4 / (1 - 2 * u)**3


def system(a, lam, model):
    tau, alpha, load = model
    f, df = load(P0 @ a)
    Ta = T @ a
    tension = tau + alpha * (a @ Ta)
    q = P0.T @ (wt * f)
    residual = a + tension * Ta - lam * q
    jac = (identity + tension * T + 2 * alpha * np.outer(Ta, Ta)
           - lam * P0.T @ ((wt * df)[:, None] * P0))
    return residual, jac, q


def border(jac, q):
    matrix = np.zeros((n_basis + 1, n_basis + 1))
    matrix[:-1, :-1] = jac
    matrix[:-1, -1] = -q
    matrix[-1, :-1] = mid
    return matrix


def hold_deflection(c, a, lam, model):
    """Newton iteration at prescribed midpoint deflection."""
    for iteration in range(1, 41):
        residual, jac, q = system(a, lam, model)
        step = np.linalg.solve(border(jac, q),
                               -np.append(residual, mid @ a - c))
        a, lam = a + step[:-1], lam + step[-1]
        if np.max(np.abs(step[:-1])) < 1e-9:
            return a, lam, iteration
    raise RuntimeError("deflection-controlled Newton did not converge")


def tangent(a, lam, model):
    _, jac, q = system(a, lam, model)
    rhs = np.zeros(n_basis + 1)
    rhs[-1] = 1
    return np.linalg.solve(border(jac, q), rhs)


def hold_voltage(a, lam, model, limit=200):
    """Newton iteration at fixed voltage; stops if the line crosses the gap."""
    history = [mid @ a]
    for _ in range(limit):
        residual, jac, _ = system(a, lam, model)
        step = np.linalg.solve(jac, -residual)
        a = a + step
        history.append(mid @ a)
        if np.max(P0 @ a) >= 1:
            return a, np.array(history), False
        if np.max(np.abs(step)) < 1e-9:
            return a, np.array(history), True
    return a, np.array(history), False


def find_fold(model):
    a, lam, c_old = np.zeros(n_basis), 0.0, 0.0
    for c in np.arange(1, 19) * 0.05:
        a_new, lam_new, _ = hold_deflection(c, a, lam, model)
        if tangent(a_new, lam_new, model)[-1] < 0:
            break
        a, lam, c_old = a_new, lam_new, c
    else:
        raise RuntimeError("no fold found")

    def slope(value):
        a_v, lam_v, _ = hold_deflection(value, a, lam, model)
        return tangent(a_v, lam_v, model)[-1]

    c_fold = brentq(slope, c_old, c, xtol=1e-12)
    a_fold, lam_fold, _ = hold_deflection(c_fold, a, lam, model)
    return c_fold, a_fold, lam_fold


def volts(lam, E=young, L=span):
    return np.sqrt(lam * E * width**3 * gap**3 / (6 * pc.epsilon_0 * L**4))


def make_model(E=young, stress=stress0, L=span, load=plate_load):
    return (12 * stress * L**2 / (E * width**2), 6 * (gap / width)**2, load)


def pull_in(E=young, stress=stress0, L=span, load=plate_load):
    c, _, lam = find_fold(make_model(E, stress, L, load))
    return c, volts(lam, E, L)


model = make_model()
tau, alpha, _ = model
c_fold, a_fold, lam_fold = find_fold(model)
v_fold = volts(lam_fold)

# Equilibrium curve through the fold, with stability from the Jacobian
curve = {}
a, lam = np.zeros(n_basis), 0.0
for i in range(1, 19):
    c = i * 0.05
    a, lam, _ = hold_deflection(c, a, lam, model)
    eigenvalues = np.linalg.eigvalsh(system(a, lam, model)[1])
    slope = tangent(a, lam, model)[-1]
    assert (slope > 0) == (c < c_fold)
    assert np.sum(eigenvalues < 0) == (0 if c < c_fold else 1)
    curve[i] = (c, a, lam, eigenvalues[0])

# Independent solution of the differential equation by collocation
z = np.linspace(0, 0.5, 101)
c_first = 0.3
guess = np.array([c_first * np.sin(np.pi * z)**2,
                  c_first * np.pi * np.sin(2 * np.pi * z),
                  2 * np.pi**2 * c_first * np.cos(2 * np.pi * z),
                  -4 * np.pi**3 * c_first * np.sin(2 * np.pi * z),
                  c_first**2 * np.pi**2 * z / 2])
params, c_old = np.array([100.0, tau]), c_first


def beam_rhs(_, y, p):
    return np.vstack((y[1], y[2], y[3],
                      p[1] * y[2] + p[0] / (1 - y[0])**2, y[1]**2))


bvp_error = 0.0
for i in (6, 8, 10, 12, 14, 16, 18):
    c, a, lam, _ = curve[i]

    def ends(left, right, p, target=c):
        return np.array([left[0], left[1], left[4], right[1], right[3],
                         right[0] - target,
                         p[1] - tau - 2 * alpha * right[4]])

    sol = solve_bvp(beam_rhs, ends, z, guess * c / c_old, p=params,
                    tol=1e-7, max_nodes=20000)
    assert sol.success
    bvp_error = max(bvp_error, abs(sol.p[0] / lam - 1))
    assert abs(sol.y[2, 0] / (end_curvature @ a) - 1) < 1e-3
    z, guess, params, c_old = sol.x, sol.y, sol.p, c
assert bvp_error < 1e-4


# Energy in SI units: equilibrium and stiffness by finite differences
def energy(a, voltage):
    w, w1, w2 = gap * P0 @ a, gap / span * P1 @ a, gap / span**2 * P2 @ a
    area, inertia = width * height, height * width**3 / 12
    strain = 0.5 * np.sum(wt * w1**2)
    elastic = (0.5 * young * inertia * span * np.sum(wt * w2**2)
               + area * span * (stress0 * strain + 0.5 * young * strain**2))
    cap = pc.epsilon_0 * height * span * np.sum(wt / (gap - w))
    return elastic - 0.5 * cap * voltage**2


energy_unit = young * height * width**3 / 12 * gap**2 / span**3
_, a, lam, lowest = curve[12]
direction = 1 / np.arange(2, n_basis + 2)**2
h = 1e-4
gradient = (energy(a + h * direction, volts(lam))
            - energy(a - h * direction, volts(lam))) / (2 * h * energy_unit)
assert abs(gradient) < 1e-5
mode = np.linalg.eigh(system(a, lam, model)[1])[1][:, 0]
h = 1e-3
stiffness = (energy(a + h * mode, volts(lam)) - 2 * energy(a, volts(lam))
             + energy(a - h * mode, volts(lam))) / (h**2 * energy_unit)
assert lowest < 0 and abs(stiffness - lowest) < 1e-4

# At the fold: singular Jacobian, regular bordered matrix, one-signed mode
_, jac, q = system(a_fold, lam_fold, model)
fold_values, fold_modes = np.linalg.eigh(jac)
fold_shape = P0 @ fold_modes[:, 0]
fold_shape = fold_shape * np.sign(fold_shape[np.argmax(np.abs(fold_shape))])
border_min = np.linalg.svd(border(jac, q), compute_uv=False)[-1]
assert abs(fold_values[0]) < 1e-7 and border_min > 1e-2
assert fold_shape.min() > -1e-9

# Newton at the fold: bordered iteration against fixed voltage
a_start, lam_start, _ = hold_deflection(c_fold - 0.05, a_fold, lam_fold, model)
_, _, iter_border = hold_deflection(c_fold, a_start, lam_start, model)
_, history, _ = hold_voltage(a_start, lam_fold, model, limit=9)
errors = c_fold - history
halving = errors[8] / errors[7]
assert iter_border <= 7 and abs(halving - 0.5) < 0.01

# Fixed voltage below and above pull-in, and on the unstable branch
rest = np.zeros(n_basis)
_, hist_below, ok_below = hold_voltage(rest, 0.98**2 * lam_fold, model)
_, hist_above, ok_above = hold_voltage(a_start, 1.02**2 * lam_fold, model)
assert ok_below and not ok_above
c_upper, a_upper, lam_upper, _ = curve[14]
a_near, _, _ = hold_deflection(c_upper - 0.01, a_upper, lam_upper, model)
_, hist_upper, ok_upper = hold_voltage(a_near, lam_upper, model)
_, hist_lower, ok_lower = hold_voltage(rest, lam_upper, model)
assert ok_upper and abs(hist_upper[-1] - c_upper) < 1e-7
assert ok_lower and hist_lower[-1] < c_fold

# Square-root approach to the fold
h = 1e-4
slopes = []
for shift in (-h, h):
    a_s, lam_s, _ = hold_deflection(c_fold + shift, a_fold, lam_fold, model)
    slopes.append(tangent(a_s, lam_s, model)[-1])
curvature = (slopes[1] - slopes[0]) / (2 * h)
_, hist_root, ok_root = hold_voltage(rest, 0.9999 * lam_fold, model)
distance = np.sqrt(2 * 1e-4 * lam_fold / -curvature)
assert ok_root and abs((c_fold - hist_root[-1]) / distance - 1) < 0.05

# Upper bound on lam without stretching
beta = brentq(lambda b: np.cos(b) * np.cosh(b) - 1, 4.5, 5.0)
bounds = []
for tension in (0.0, tau):
    inverse, vectors = eigh(mass, identity + tension * T)
    first_mode = P0 @ vectors[:, -1]
    first_mode = first_mode * np.sign(first_mode[len(x) // 2])
    assert first_mode.min() > -1e-9
    c_linear, _, lam_linear = find_fold((tension, 0.0, plate_load))
    bound = 4 / (27 * inverse[-1])
    assert lam_linear < bound
    bounds.append((c_linear, lam_linear, bound, 1 / inverse[-1]))
assert abs(bounds[0][3] / beta**4 - 1) < 1e-8


# Fringing field: boundary elements above a grounded plane
def log_integral(points, start, tang, length):
    rel = points[:, None, :] - start[None, :, :]
    along = np.sum(rel * tang, axis=2)
    perp = np.abs(rel[:, :, 0] * tang[:, 1] - rel[:, :, 1] * tang[:, 0])

    def primitive(t):
        return (0.5 * t * np.log(t**2 + perp**2) - t
                + perp * np.arctan2(t, perp))
    return primitive(length - along) - primitive(-along)


def plane_capacitance(nodes):
    """Capacitance per length over epsilon_0, closed polygon over a plane."""
    start, vec = nodes[:-1], np.diff(nodes, axis=0)
    length = np.hypot(vec[:, 0], vec[:, 1])
    tang, centre = vec / length[:, None], start + vec / 2
    flip = np.array([1.0, -1.0])
    green = (log_integral(centre, start * flip, tang * flip, length)
             - log_integral(centre, start, tang, length)) / (2 * np.pi)
    return np.linalg.solve(green, np.ones(len(length))) @ length


def rectangle(clearance, face, depth, panels):
    r = (1 - np.cos(np.linspace(0, np.pi, panels + 1)))[:-1, None] / 2
    corners = np.array([[0, clearance], [face, clearance],
                        [face, clearance + depth], [0, clearance + depth],
                        [0, clearance]], dtype=float)
    sides = [corners[j] + r * (corners[j + 1] - corners[j]) for j in range(4)]
    return np.vstack(sides + [corners[-1:]])


def force_factor(separation, panels=50):
    """Force between two equal lines over the parallel-plate force."""
    def pair(s):  # mid-plane between the lines is an equipotential
        return 0.5 * plane_capacitance(
            rectangle(s / 2, height / gap, width / gap, panels))
    d = 0.01 * separation
    change = (pair(separation + d) - pair(separation - d)) / (2 * d)
    return -change * separation**2 / (height / gap)


angle = np.linspace(0, 2 * np.pi, 201)
circle = np.column_stack((np.cos(angle), 2 + np.sin(angle)))
assert abs(plane_capacitance(circle) * np.arccosh(2) / (2 * np.pi) - 1) < 2e-3
y = np.linspace(0.3, 1.0, 8)
factors = np.array([force_factor(value) for value in y])
assert abs(force_factor(1.0, 25) / factors[-1] - 1) < 0.01
fringe = np.linalg.lstsq(np.column_stack((y, y**2)), factors - 1, rcond=None)[0]
fit_error = np.max(np.abs(1 + fringe[0] * y + fringe[1] * y**2 - factors))
assert fit_error < 0.01


def fringe_load(u):
    r = 1 - u
    return (1 / r**2 + fringe[0] / r + fringe[1], 2 / r**3 + fringe[0] / r**2)


# Sizes of neglected effects
hot_stress = stress0 - young * expansion_mismatch * heating
variants = [("fringing field included", pull_in(load=fringe_load)),
            ("neighbour equally free to move", pull_in(load=twin_load)),
            ("heated by 80 K", pull_in(stress=hot_stress)),
            ("modulus 67 GPa (<100> copper)", pull_in(E=67e9)),
            ("modulus 191 GPa (<111> copper)", pull_in(E=191e9)),
            ("span longer by one line width", pull_in(L=span + width))]
closest = gap * (1 - c_fold)
field = v_fold / closest
casimir = np.pi**2 * pc.hbar * pc.c / (240 * closest**4)
casimir_ratio = casimir / (0.5 * pc.epsilon_0 * field**2)


def tunnel_exponent(local_field):
    depth = min(work_function / local_field, closest)
    root = quad(lambda r: np.sqrt(max(
        work_function - local_field * depth * r, 0.0)), 0, 1)[0]
    return 2 * np.sqrt(2 * pc.m_e * pc.e) / pc.hbar * depth * root


axial = stress0 + 0.5 * young * (gap / span)**2 * (a_fold @ T @ a_fold)
bending = young * width / 2 * gap / span**2 * (end_curvature @ a_fold)
a_one, hist_one, ok_one = hold_voltage(rest, lam_fold / v_fold**2, model)
assert ok_one

print(f"span {span*1e6:.1f} um, width {width*1e9:.0f} nm, "
      f"height {height*1e9:.0f} nm, gap {gap*1e9:.0f} nm")
print(f"modulus {young/1e9:.0f} GPa, initial stress {stress0/1e6:.0f} MPa")
print(f"tau = {tau:.3f}, alpha = {alpha:.3f} (dimensionless)")
print(f"basis functions: {n_basis}")
print("c=w/gap  deflection(nm)  voltage(V)  lowest eigenvalue of J")
for i in range(2, 19, 2):
    c, _, lam, lowest_i = curve[i]
    print(f"{c:.1f}  {c*gap*1e9:.1f}  {volts(lam):.4f}  {lowest_i:.4f}")
print(f"fold: c = {c_fold:.5f}, lam = {lam_fold:.4f} (dimensionless)")
print(f"pull-in voltage = {v_fold:.4f} V")
print(f"pull-in midpoint deflection = {c_fold*gap*1e9:.3f} nm")
print(f"deflection at 1 V = {hist_one[-1]*gap*1e9:.4f} nm")
print(f"largest relative lam difference from collocation = {bvp_error:.1e}")
print(f"|lowest eigenvalue of J| at fold = {abs(fold_values[0]):.1e}")
print(f"smallest singular value, bordered matrix = {border_min:.4f}")
print(f"second derivative of lam in c at fold = {curvature:.2f}")
print(f"bordered Newton iterations to fold from c-0.05 = {iter_border}")
print(f"fixed-voltage error ratio per step at fold = {halving:.4f}")
print(f"fixed voltage 0.98 pull-in: converged {ok_below}, "
      f"steps {len(hist_below)-1}")
print(f"fixed voltage 1.02 pull-in: converged {ok_above}, "
      f"steps {len(hist_above)-1}, last c {hist_above[-1]:.3f}")
print(f"at {volts(lam_upper):.4f} V: from c={c_upper-0.01:.2f} Newton gives "
      f"c={hist_upper[-1]:.4f}, from rest c={hist_lower[-1]:.4f}")
for label, row in zip(("tau=0", "example tau"), bounds):
    print(f"no stretching, {label}: fold c {row[0]:.4f}, "
          f"lam {row[1]:.3f}, bound {row[2]:.3f}")
print(f"fringing force factor at full gap = {factors[-1]:.3f}")
print(f"stress after heating by {heating:.0f} K = {hot_stress/1e6:.1f} MPa")
for label, (c_v, v_v) in variants:
    print(f"{label}: pull-in {v_v:.3f} V ({100*(v_v/v_fold-1):+.1f} %), "
          f"c {c_v:.3f}")
print(f"field at fold midpoint = {field/1e8:.3f} MV/cm")
print(f"ideal Casimir/electrostatic pressure there = {100*casimir_ratio:.3f} %")
print(f"tunnelling exponent, smooth surface = {tunnel_exponent(field):.1f}")
print(f"tunnelling exponent, field x10 = {tunnel_exponent(10*field):.1f}")
print(f"axial stress at fold = {axial/1e6:.1f} MPa")
print(f"peak clamp stress at fold = {(axial+bending)/1e6:.1f} MPa")
print("every check passed")
```

Output:

```
span 4.0 um, width 60 nm, height 120 nm, gap 60 nm
modulus 120 GPa, initial stress 150 MPa
tau = 66.667, alpha = 6.000 (dimensionless)
basis functions: 50
c=w/gap  deflection(nm)  voltage(V)  lowest eigenvalue of J
0.1  6.0  5.9480  1.0001
0.2  12.0  7.6967  1.0001
0.3  18.0  8.5480  0.9105
0.4  24.0  8.8387  0.1430
0.5  30.0  8.6903  -1.1282
0.6  36.0  8.1473  -3.1886
0.7  42.0  7.2074  -6.8552
0.8  48.0  5.8168  -14.5895
0.9  54.0  3.8083  -38.6531
fold: c = 0.41378, lam = 189.9431 (dimensionless)
pull-in voltage = 8.8427 V
pull-in midpoint deflection = 24.827 nm
deflection at 1 V = 0.1444 nm
largest relative lam difference from collocation = 6.0e-08
|lowest eigenvalue of J| at fold = 2.3e-15
smallest singular value, bordered matrix = 0.0693
second derivative of lam in c at fold = -1822.61
bordered Newton iterations to fold from c-0.05 = 4
fixed-voltage error ratio per step at fold = 0.4998
fixed voltage 0.98 pull-in: converged True, steps 6
fixed voltage 1.02 pull-in: converged False, steps 5, last c 5.070
at 7.2074 V: from c=0.69 Newton gives c=0.7000, from rest c=0.1643
no stretching, tau=0: fold c 0.3967, lam 70.095, bound 74.158
no stretching, example tau: fold c 0.3937, lam 182.141, bound 191.949
fringing force factor at full gap = 1.244
stress after heating by 80 K = 15.6 MPa
fringing field included: pull-in 8.171 V (-7.6 %), c 0.432
neighbour equally free to move: pull-in 6.155 V (-30.4 %), c 0.199
heated by 80 K: pull-in 6.114 V (-30.9 %), c 0.444
modulus 67 GPa (<100> copper): pull-in 7.955 V (-10.0 %), c 0.406
modulus 191 GPa (<111> copper): pull-in 9.887 V (+11.8 %), c 0.421
span longer by one line width: pull-in 8.657 V (-2.1 %), c 0.413
field at fold midpoint = 2.514 MV/cm
ideal Casimir/electrostatic pressure there = 0.304 %
tunnelling exponent, smooth surface = 259.4
tunnelling exponent, field x10 = 25.9
axial stress at fold = 161.2 MPa
peak clamp stress at fold = 396.7 MPa
every check passed
```
